# Comment on where the viscous voltage sits in a Corbino disc

**The argument under comment**

The manuscript considers a two-dimensional electron fluid flowing radially outward between circular contacts of radii $a<b$. It proposes to measure the shear viscosity $\eta$ with voltage probes in the interior of the disc. The reasoning has three steps.

1. Continuity gives a radial velocity $v=A/r$. This flow is strained, and it heats the fluid at the rate $4\eta A^2/r^4$ per unit area.
2. Heat in a conductor is supplied locally by the field, so the heating must equal $nev\,E$, where $n$ is the density and $E$ is the driving field.
3. Hence $E=4\eta A/(ner^3)$, and two interior probes should record a viscous voltage.

Step 1 is correct. Step 2 omits a term from the energy balance, and the field in step 3 does not exist in a uniform fluid. The error is easy to miss because integrating this field from $a$ to $b$ gives the right total voltage for the contacts considered below. The questions are therefore where the voltage sits and what carries the energy to the place where it becomes heat.

**Force balance in the bulk**

I assume a steady flow, a parabolic band, uniform density and linear response. Let $\mu$ be the electrochemical potential energy of a carrier, which includes both the electric force and the pressure gradient. A voltage drop means a fall of $\mu/e$ along the carrier motion, and $I$ is the magnitude of the current. Without scattering that relaxes momentum, the balance of forces is
$$
0=-n\,\partial_i\mu+\partial_j\sigma_{ij},\qquad \sigma_{ij}=2\eta e_{ij},\qquad e_{ij}=\tfrac12(\partial_iv_j+\partial_jv_i).
$$
There is no bulk-viscosity term because the flow is incompressible. The current through every circle is $I=2\pi r\,ne\,v$, so $A=I/(2\pi ne)$.

In Cartesian components $v_i=Ax_i/r^2$. Since $\partial_jr=x_j/r$,
$$
\partial_jv_i=A\left(\frac{\delta_{ij}}{r^2}-\frac{2x_ix_j}{r^4}\right).
$$
This is already symmetric, so it equals $e_{ij}$. Along the radial direction it gives $e_{rr}=A/r^2-2A/r^2=-A/r^2$. Along the tangential direction the second term vanishes and $e_{\theta\theta}=+A/r^2$. A fluid element is stretched around the circle and shortened along the radius, at constant area. The heating density is
$$
\sigma_{ij}e_{ij}=2\eta\,(e_{rr}^2+e_{\theta\theta}^2)=\frac{4\eta A^2}{r^4},
$$
as the manuscript states. The radial force density, however, is
$$
\frac{d\sigma_{rr}}{dr}+\frac{\sigma_{rr}-\sigma_{\theta\theta}}{r}
=\frac{4\eta A}{r^3}-\frac{4\eta A}{r^3}=0 .
$$
The first term is the change of radial stress across a thin ring. The second comes from the curvature of the ring. The stresses are finite, but their resultant is zero, so $d\mu/dr=0$: the viscous fluid has a flat electrochemical potential in the bulk.

The cancellation is not special to the radial geometry. If $\mathbf v=\nabla\phi$ and $\nabla\cdot\mathbf v=0$, then $\nabla^2\phi=0$, and the viscous force $\eta\nabla^2\mathbf v=\eta\nabla(\nabla^2\phi)$ vanishes for uniform $\eta$.

**The term missing from the energy balance**

Multiply the force balance by $v_i$. The product rule and the symmetry of $\sigma_{ij}$ give $v_i\partial_j\sigma_{ij}=\partial_j(v_i\sigma_{ij})-\sigma_{ij}e_{ij}$, so
$$
-n\,v_i\partial_i\mu=\sigma_{ij}e_{ij}-\partial_j(v_i\sigma_{ij}).
$$
The left side is the work of the driving field. Step 2 keeps the heating and drops the last term, the work that neighbouring parts of the fluid do on one another. Here $v\sigma_{rr}=-2\eta A^2/r^3$, and its divergence is
$$
\frac1r\frac{d}{dr}\left(r\,v\sigma_{rr}\right)=\frac1r\frac{d}{dr}\left(-\frac{2\eta A^2}{r^2}\right)=\frac{4\eta A^2}{r^4}.
$$
This equals the heating density, so the right side is zero, in agreement with the flat potential.

The energy arrives mechanically. The stress carries outward through a circle of radius $r$ the power
$$
-2\pi r\,v\sigma_{rr}=\frac{4\pi\eta A^2}{r^2}.
$$
More enters at $a$ than leaves at $b$, and the difference is the heat:
$$
P=4\pi\eta A^2\left(\frac1{a^2}-\frac1{b^2}\right)=\int_a^b\frac{4\eta A^2}{r^4}\,2\pi r\,dr .
$$

Channel flow shows that step 2 is also unsafe where a viscous force does exist. Take $v=U(1-y^2/w^2)$ between walls at $y=\pm w$. The field does work $-\eta vv''=2\eta U^2(1-y^2/w^2)/w^2$ per unit area, while the heating is $\eta v'^2=4\eta U^2y^2/w^4$. The work is greatest at the centre, where the heating is zero; the heating is greatest at the walls, where the work is zero. Both integrate across the channel to $8\eta U^2/(3w)$, because $v=0$ at the walls and no stress power crosses them. In the Corbino disc fluid crosses the boundaries, so stress power can enter there.

**The voltage at the contacts**

To see what supplies the stress power, the contacts must be specified. Suppose that they contain the same carriers at the same density, but with such strong scattering among themselves that their viscosity is negligible. This scattering conserves total momentum, so it adds no resistance of its own. Then $v=A/r$ continues into them, and $\eta(r)$ rises from zero near $a$ and returns to zero near $b$. With $\sigma_{rr}=-2\eta(r)A/r^2=-\sigma_{\theta\theta}$, the force density is
$$
\left(-\frac{2\eta'A}{r^2}+\frac{4\eta A}{r^3}\right)-\frac{4\eta A}{r^3}=-\frac{2\eta'A}{r^2}=n\frac{d\mu}{dr}.
$$
The viscous force is confined to the layers where the viscosity changes. For layers thin compared with the radii, $r$ is constant across each one and $\eta'$ integrates to $+\eta$ at $a$ and $-\eta$ at $b$. The drops $-\Delta\mu/e$ are
$$
V_a=\frac{2\eta A}{nea^2},\qquad V_b=-\frac{2\eta A}{neb^2}.
$$
At the outer contact the potential rises along the carrier motion, because there the fluid pushes on the contact and returns energy to the circuit. No law of thermodynamics is violated, since the sum is positive. Inserting $A=I/(2\pi ne)$ gives the viscous resistance
$$
R_v=\frac{V_a+V_b}{I}=\frac{\eta}{\pi n^2e^2}\left(\frac1{a^2}-\frac1{b^2}\right).
$$

The total does not depend on thin layers. For any profile $\eta(r)$ that vanishes inside both contacts, integration by parts gives
$$
I\,\frac{2A}{ne}\int\frac{\eta'}{r^2}\,dr
=4\pi A^2\int\frac{2\eta}{r^3}\,dr
=\int\frac{4\eta A^2}{r^4}\,2\pi r\,dr .
$$
The voltage work equals the heating although the two occur at different radii. This is why the manuscript's field gives the correct total.

Two limits help in reading the result. For $b\to\infty$ the outer rise vanishes and $R_v\to\eta/(\pi n^2e^2a^2)$; half of the heat is then released beyond $r=\sqrt2\,a$, well outside the layer that holds the voltage. For a narrow ring, $b=a+d$ with $d\ll a$ but $d$ still much larger than the mean free path, each jump stays finite but their sum tends to $4\eta Ad/(nea^3)$: the contacts exchange power through the fluid and little is lost. If the current is reversed, $\mu(r)$ changes sign by linearity. Along the new direction of motion there is a rise at $b$ and a drop at $a$, so the larger jump stays with the smaller contact.

**Does the result survive in kinetic theory?**

A fluid description cannot be trusted in a contact layer thinner than the mean free path, so the jumps need a kinetic check. Let $f(r,\theta)$ be the energy displacement of the Fermi circle, potential energy included, with $\theta$ the angle between velocity and radius. Along a straight path $dr/ds=\cos\theta$ and $d\theta/ds=-\sin\theta/r$. Write $f=\sum_kf_k\cos k\theta$ and let harmonic $k\ge1$ relax over a length $l_k$. The product formulas for cosines and sines then give
$$
\tfrac12\left(f_1'+\frac{f_1}{r}\right)=0,\qquad
f_0'+\tfrac12\left(f_2'+\frac{2f_2}{r}\right)=-\frac{f_1}{l_1},
$$
$$
\tfrac12\left(f_{k-1}'-\frac{(k-1)f_{k-1}}{r}\right)+\tfrac12\left(f_{k+1}'+\frac{(k+1)f_{k+1}}{r}\right)=-\frac{f_k}{l_k}\quad(k\ge2).
$$
The first equation gives $f_1=J/r$. A circle drifting at speed $v$ has $f_1=mv_Fv$, so $J=mv_FA$, with $m$ the mass and $v_F$ the Fermi velocity.

In a uniform bulk try $f_k=c_kr^{-k}$ for $k\ge2$. The terms with $f_{k+1}$ then vanish. At $k=2$ the rest reads $-J/r^2=-f_2/l$, with $l\equiv l_2$, so $f_2=lJ/r^2$. This makes $f_2'+2f_2/r=0$, and the second equation reduces to $f_0'=-f_1/l_1$: apart from the Ohmic part, $f_0$ is flat. The higher coefficients obey $c_k=(k-1)l_kc_{k-1}$ and grow factorially, so this is an expansion for small $l/r$ and not a convergent solution.

Near $a$, integrate the second equation over a layer thin compared with $a$, leaving out its Ohmic part. The sum $f_0+f_2/2$ is continuous. Since $f_2$ is negligible in the contact, $f_0$ falls by $lJ/(2a^2)$. To compare this with the fluid result, note that the anisotropic part of the radial momentum flux is $nf_2/2$. Setting it equal to $-\sigma_{rr}=2\eta A/r^2$ gives $\eta=nmv_Fl/4$, and then $2\eta A/(na^2)=lJ/(2a^2)$. The two jumps agree.

What remains uncertain is the kinetic layer beside an abrupt contact. I solved the harmonic equations numerically for $b=3a$, with mean free path $0.005a$ in the contacts, a transition of width parameter $0.01a$, and one length $l$ for all harmonics $k\ge2$ in the bulk. Because the contacts keep a small viscosity in this calculation, the viscous formula is evaluated here with the difference between the bulk and contact viscosities. Relative to that value, the inner jump is smaller by 1.1%, 3.0% and 7.2% for $l/a=0.05$, $0.1$ and $0.2$. At $l/a=0.05$ the outer rise agrees to 0.3%, and between $1.5a$ and $2.5a$ the non-Ohmic potential changes by less than $10^{-6}$ of the inner jump. These percentages depend on the layer: with the width parameter and the contact path both reduced to $0.001a$, the inner deficit at $l/a=0.05$ is 1.9% and the outer rise agrees to 0.6%. The flat bulk, both jumps and their opposite signs are confirmed for small $l/a$.

**What the proposed probes would record**

Take $n=2\times10^{11}\ \mathrm{cm^{-2}}$, $m=0.07$ electron masses, mobility $10^6\ \mathrm{cm^2/Vs}$, electron-electron length $0.25\ \mathrm{\mu m}$, $a=1\ \mathrm{\mu m}$, $b=3\ \mathrm{\mu m}$ and $I=2\ \mathrm{\mu A}$. The Fermi velocity is 185.4 km/s and the momentum-relaxing length is $7.38\ \mathrm{\mu m}$. Both kinds of scattering relax the second harmonic. If the momentum-relaxing kind is isotropic, $1/l=1/0.25+1/7.38$ in $\mathrm{\mu m^{-1}}$ and $l=0.242\ \mathrm{\mu m}$. Smooth disorder, which deflects carriers by small angles, relaxes this harmonic up to four times as fast as momentum and would shorten $l$ by up to 9%. The kinematic viscosity $\nu=\eta/(nm)$ is $v_Fl/4=112\ \mathrm{cm^2/s}$. With drift speed $v(a)=0.993$ km/s,
$$
V_a=\frac{2m\nu\,v(a)}{ea}=8.86\ \mathrm{\mu V},\qquad |V_b|=\frac{V_a}{9}=0.98\ \mathrm{\mu V}.
$$
The net drop is $7.88\ \mathrm{\mu V}$, so $R_v=7.88/2=3.94\ \Omega$. Stress power of 17.7 pW enters at the inner contact and 1.97 pW leaves at the outer one; the difference, 15.8 pW, is the viscous heat.

For probes at 1.5 and $2.5\ \mathrm{\mu m}$ the manuscript predicts a viscous signal of $8.86\,(1/1.5^2-1/2.5^2)=2.5\ \mathrm{\mu V}$. For small probes that accept carriers from all directions equally, the viscous theory gives zero. A probe that favours some directions would also pick up part of the anisotropic term $f_2$, which is not a voltage drop in the fluid. For the assumed contacts and one length for all harmonics, the kinetic solution at this $l/a$ leaves a change of 0.8% of the inner jump, below $0.1\ \mathrm{\mu V}$. If the odd harmonics relax over three times the length, the change is about 3%, still below $0.3\ \mathrm{\mu V}$. The factor three is a chosen value and not a bound: at ten times the length the change is about $0.5\ \mathrm{\mu V}$, and at thirty times, where the odd length reaches the momentum-relaxing one, about $0.7\ \mathrm{\mu V}$.

The probes would still show a voltage, because momentum relaxation gives a field $v/M$, where $M$ is the mobility. Continuity fixes $v$, so this contribution adds to the viscous one:
$$
R_\Omega=\frac1I\int_a^b\frac{A}{Mr}\,dr=\frac{\ln(b/a)}{2\pi neM}=5.46\ \Omega .
$$
The full Ohmic drop is $10.9\ \mathrm{\mu V}$, of which $10.9\,\ln(2.5/1.5)/\ln3=5.1\ \mathrm{\mu V}$ lies between the probes. Read with the manuscript's formula, this signal would be mistaken in part or whole for viscosity.

**Comparison with real devices**

The parameters are rough typical values for a high-mobility semiconductor quantum well near 20 K. The estimate $v_F\hbar E_F/(k_BT)^2$, with $E_F$ the Fermi energy, gives an electron-electron length of about $0.28\ \mathrm{\mu m}$, close to the chosen one. The assumption most at risk is the contact model. The scattering length of $0.005a$ used for the contacts is 5 nm here, shorter than the Fermi wavelength of 56 nm, so these contacts are a mathematical idealization and not a description of a real material at this density. A contact whose viscosity is suppressed by disorder, and not by collisions among the carriers, has a large Ohmic resistance of its own: with a momentum-relaxing length of $0.005a$ and the same density, the Drude formula gives about $1.6\ \mathrm{k\Omega}$ for the ring from $0.8a$ to $a$ alone. This shows only the scale, because so short a length lies outside the range of that formula. A reservoir that absorbs all arriving carriers adds a drop whose scale is the Sharvin resistance. The inner circumference carries $2k_Fa$ modes, with $k_F$ the Fermi wave number, so
$$
R_S=\frac{h}{2e^2}\,\frac1{2k_Fa}=57.6\ \Omega,\qquad
\frac{V_a}{IR_S}=\frac{l}{\pi a}=0.077 .
$$
The ratio follows from $V_a/I=mv_Fl/(4\pi ne^2a^2)$ with $mv_F=\hbar k_F$ and $n=k_F^2/2\pi$. Such contacts could thus raise the non-Ohmic resistance from about $4\ \Omega$ to some tens of ohms. This is a scale, not a calculation for a particular contact. Since the ratio is small whenever $l\ll a$, a shorter mean free path does not make the viscous part easier to see against this background.

Even with the assumed contacts, $3.94\ \Omega$ is good only to some tens of per cent. The kinetic solution with these contacts multiplies it by 0.88, or by 0.79 if the odd harmonics relax over three times the length (0.895 and 0.81 relative to the formula evaluated with the difference of viscosities). With odd lengths ten and thirty times $l$ the factor falls to 0.66 and 0.52. Thermal smearing acts the other way: with $k_BT/E_F=0.25$, at fixed density and relaxation time, it raises the viscosity by a factor of about 1.2. Inertia adds a Bernoulli difference $m[v(a)^2-v(b)^2]/2e=0.175\ \mathrm{\mu V}$, about 2% of the net viscous drop. It is even in the current, so reversing the current separates it from the linear signal.

**Requested revision**

The interior-probe proposal should be withdrawn, and the formula for $E(r)$ replaced by the contact jumps. A two-terminal measurement can contain the viscosity, but only after the Ohmic and contact contributions have been separated. In a series of discs with fixed $b/a$, material and temperature, these three parts scale differently with $a$: the Ohmic part is constant, the Sharvin scale varies as $1/a$, and the viscous part as $1/a^2$. This separation requires $l\ll a$ and contacts of the same quality throughout the series. For absorbing contacts it is still incomplete: curvature corrections to the contact drop, of relative order $l/a$, also vary as $1/a^2$, so extracting $\eta$ from that term needs a kinetic model of the contact. The numerical output gives the remaining values.

## Table of computed values

```
KINETIC TEST (a = 1, b = 3)
inner jump, kinetic minus viscous, l/a = 0.05: -1.11 %
inner jump, kinetic minus viscous, l/a = 0.1: -2.96 %
inner jump, kinetic minus viscous, l/a = 0.2: -7.19 %
outer rise, kinetic / viscous, l/a = 0.05: 1.003
bulk change r=1.5 to 2.5 / inner jump, l/a = 0.05: 8.1e-07
EXAMPLE INPUTS
sheet density: 2e+11 cm^-2
effective mass: 0.07 electron masses
mobility: 1e+06 cm^2/Vs
electron-electron length: 0.25 um
inner radius: 1 um
outer radius: 3 um
current: 2 uA
temperature: 20 K
EXAMPLE RESULTS
Fermi wave number: 0.1121 nm^-1
Fermi velocity: 185.4 km/s
Fermi energy: 6.84 meV
momentum-relaxing length: 7.379 um
second-harmonic length l: 0.2418 um
kinematic viscosity: 112.1 cm^2/s
shear viscosity: 1.429e-18 kg/s
drift speed at inner contact: 0.9934 km/s
viscous drop at inner contact: 8.862 uV
viscous rise at outer contact: 0.9846 uV
net viscous drop: 7.877 uV
viscous resistance: 3.939 ohm
heating by quadrature: 15.75 pW
stress power entering at inner contact: 17.72 pW
stress power leaving at outer contact: 1.969 pW
EFFECTS LEFT OUT
Ohmic bulk resistance: 5.457 ohm
Ohmic bulk drop: 10.91 uV
Sharvin resistance scale, inner circumference: 57.57 ohm
inner viscous jump / Sharvin drop: 0.077
l/a: 0.242
net drop, kinetic / viscous, abrupt contacts: 0.895
same, odd harmonics with 3 times the length: 0.81
kinetic bulk change 1.5 to 2.5 um / inner jump: 0.008
thermal energy / Fermi energy: 0.252
viscosity factor from thermal smearing, fixed time: 1.2
rough electron-electron length from T^2 law: 0.28 um
Bernoulli potential difference: 0.175 uV
Reynolds number: 0.089
density-change scale, e x drop / Fermi energy: 0.0013
rough electron self-heating: 12 mK
```
